# Why hydrogen sticking on silicon can rise with surface temperature

Send hydrogen molecules with a normal energy of 0.10 eV at a surface whose undistorted barrier to dissociation is 1.0 eV. In the model below, a quantum calculation gives a sticking probability of \(1.1\times10^{-7}\) at a surface temperature of 600 K and \(3.1\times10^{-5}\) at 1000 K. The beam has not changed, yet sticking has risen by a factor of about 270. If the surface atoms are held rigid, the same barrier transmits \(4.5\times10^{-18}\) at any surface temperature. The motion of the lattice must therefore account for both the size of the sticking and its rise.

## A barrier that depends on the lattice

Let \(s\) be the reaction coordinate of the molecule, with mass \(m\). The gas lies at \(s\to-\infty\), the barrier top at \(s=0\) and the dissociated state beyond it. Let \(q\) be one lattice distortion, with oscillator mass \(M\), force constant \(k\) and angular frequency \(\omega=\sqrt{k/M}\). The potential is

\[
V(s,q)=(E_0-Fq)\,g(s)+\tfrac12kq^2,\qquad g(s)=\operatorname{sech}^2(s/a).
\]

A positive \(q\) lowers the barrier. Passage over it counts as sticking. Molecular rotation and vibration, electronic excitation and all other lattice modes are left out. The parameters are round values chosen for illustration, not measured properties of a particular surface. The mass \(m=2.016\) u is that of H\(_2\), and the others are \(E_0=1.0\) eV, \(a=0.3\) Å, \(\hbar\omega=0.03\) eV, \(M=28\) u, and a coupling energy

\[
\lambda=\frac{F^2}{2k}=0.3\ \text{eV}.
\]

At \(s=0\), where \(g=1\), the potential is lowest when \(-F+kq=0\), that is at \(q=F/k=0.315\) Å. Its value there is

\[
E_{\rm ad}=E_0-\frac{F^2}{k}+\frac{F^2}{2k}=E_0-\lambda=0.7\ \text{eV}.
\]

This point is a saddle if the remaining factor of \(g\), which is \(E_0-2\lambda=0.4\) eV, is positive. The relaxed barrier thus consists of 0.4 eV in the molecular term and 0.3 eV of lattice strain.

A lower barrier does not by itself make sticking depend on surface temperature. Completing the square gives

\[
V=\tfrac{k}{2}\left(q-\tfrac{F}{k}g\right)^2+E_0g-\lambda g^2 .
\]

Suppose the lattice vibrates so fast that it follows the molecule adiabatically. Its frequency about the moving equilibrium is the same at every \(s\), so its vibrational energy stays constant and exerts no force on the molecule. The molecule then moves in \(E_0g-\lambda g^2\), which rises steadily with \(g\) because \(E_0>2\lambda\). Classically it crosses if \(E>E_{\rm ad}\), whatever the temperature. In this model, any dependence on surface temperature therefore requires a lattice that does not adjust fully.

## The frozen lattice

Take the opposite limit, in which \(q\) does not move during the passage. The molecule meets a fixed barrier \(B=E_0-Fq\). In a classical thermal lattice \(q\) is Gaussian with variance \(k_BT/k\), so \(B\) has mean \(E_0\) and variance \(F^2k_BT/k=2\lambda k_BT\). The probability that \(B<E\) is

\[
S=\tfrac12\operatorname{erfc}\!\left[\frac{E_0-E}{\sqrt{4\lambda k_BT}}\right].
\]

To open the barrier the distortion must reach \(q=(E_0-E)/F\), at a cost in lattice energy of

\[
\tfrac12kq^2=\frac{(E_0-E)^2}{4\lambda}=\frac{(0.90)^2}{1.2}=0.675\ \text{eV}
\]

for \(E=0.10\) eV. With \(F=1.90\) eV/Å this distortion is 0.47 Å, against a thermal root-mean-square value of 0.107 Å at 800 K. Sticking relies on distortions of more than four standard deviations, and the weight of such a tail is very sensitive to temperature.

## A lattice that moves during the passage

The real case lies between the two limits. Define the molecule's energy as \(\varepsilon=\tfrac12m\dot s^2+(E_0-Fq)g\). Newton's equation, \(m\ddot s=-(E_0-Fq)g'(s)\), cancels all terms in \(d\varepsilon/dt\) except the one from the changing lattice:

\[
\frac{d\varepsilon}{dt}=-F\dot q\,g .
\]

To cross, the molecule must arrive at the top with \(\varepsilon>E_0-Fq_{\rm top}\). Integration by parts, with \(g=0\) at the start and \(g=1\) at the top, gives

\[
\varepsilon_{\rm top}=E-\int F\dot q\,g\,dt=E-Fq_{\rm top}+\int Fq\,dg .
\]

The term \(Fq_{\rm top}\) cancels from the condition, which becomes

\[
E>B_{\rm eff},\qquad B_{\rm eff}=E_0-\int Fq(t)\,dg .
\]

The molecule feels an average of the distortion, weighted by the rise of \(g\) along its path.

**The path.** At low energy, lower barriers are much rarer, which favours crossings with little energy to spare. I therefore use the path that just reaches the top of a constant barrier of height \(E\). This is an approximation, since the true barrier changes during the passage and molecules also cross with some energy left over. Energy conservation gives \(\tfrac12m\dot s^2=E(1-g)=E\tanh^2(s/a)\). With \(v=\sqrt{2E/m}\), the approach obeys \(d|s|/dt=-v\tanh(|s|/a)\), so

\[
\frac{d}{dt}\ln\sinh\frac{|s|}{a}=\frac1a\coth\frac{|s|}{a}\,\frac{d|s|}{dt}=-\frac va .
\]

With a suitable zero of time, \(\sinh(|s|/a)=e^{-vt/a}\), and therefore

\[
g(t)=\frac1{1+\sinh^2(s/a)}=\frac{1}{1+e^{-2vt/a}} .
\]

The average needs the Fourier integral of this rise. Since \(e^{2vt/a}=g/(1-g)\), setting \(y=\omega a/2v\) turns it into a beta function:

\[
\int e^{i\omega t}dg=\int_0^1 g^{iy}(1-g)^{-iy}dg=\Gamma(1+iy)\Gamma(1-iy)=\frac{\pi y}{\sinh\pi y}.
\]

Its square measures how nearly frozen the lattice is:

\[
c=\left(\frac{x}{\sinh x}\right)^2,\qquad x=\frac{\pi\omega a}{2v}.
\]

A frozen lattice has \(c=1\), and a lattice fast compared with the passage has \(c\to0\). Here \(c=0.854\) at \(E=0.10\) eV and 0.961 at 0.40 eV.

**The thermal part.** The lattice obeys \(M\ddot q+kq=Fg(t)\). Its free motion is \(\alpha\cos\omega t+\beta'\sin\omega t\), where \(\alpha\) and \(\beta'\) are independent Gaussian amplitudes of variance \(k_BT/k\). The variance of \(B_{\rm eff}\) is therefore

\[
F^2\frac{k_BT}{k}\left[\left(\int\cos\omega t\,dg\right)^2+\left(\int\sin\omega t\,dg\right)^2\right]=2c\lambda k_BT .
\]

**The response to the molecule.** The forced motion is \(q_f=(F/M\omega)\int_{-\infty}^t\sin\omega(t-t')\,g(t')\,dt'\). Integration by parts, with \(M\omega^2=k\), gives

\[
q_f(t)=\frac Fk\left[g(t)-\int_{-\infty}^{t}\cos\omega(t-t')\,dg(t')\right].
\]

In \(F\int q_f\,dg\), the first term contributes \(\int g\,dg=\tfrac12\). The second is a double integral over \(t'<t\) of a function symmetric in the two times. It is half the integral over all times, hence \(c/2\). Since \(F^2/k=2\lambda\), the mean barrier falls by \(2\lambda(\tfrac12-\tfrac c2)=\lambda(1-c)\), to

\[
E_0-\lambda(1-c)=E_{\rm ad}+c\lambda .
\]

Integrating Newton's equation for this path and the driven oscillator reproduced both \(c\) and the mean barrier, 0.956 eV at \(E=0.10\) eV.

## The sticking law and its activation energy

A Gaussian barrier with this mean and variance gives

\[
S(E,T)\approx\tfrac12\operatorname{erfc}\!\left[\frac{E_{\rm ad}+c\lambda-E}{\sqrt{4c\lambda k_BT}}\right].
\]

Write \(z\) for the argument and \(\beta=1/k_BT\). Then \(z^2=\beta W\), with

\[
W=\frac{(E_{\rm ad}+c\lambda-E)^2}{4c\lambda}.
\]

For large \(z\), \(S\approx e^{-z^2}/(2z\sqrt\pi)\). The factor \(1/z\) varies as \(\beta^{-1/2}\), so the Arrhenius slope is

\[
-\frac{\partial\ln S}{\partial\beta}\approx W+\tfrac12k_BT .
\]

For \(E=0.10\) eV at 800 K, where \(k_BT=0.0689\) eV, \(W=(0.856)^2/(4\times0.854\times0.3)=0.715\) eV. Then \(z^2=0.715/0.0689=10.4\) and \(z=3.22\). The leading expression gives \(2.7\times10^{-6}\), and the full error function \(2.6\times10^{-6}\).

The quantity \(W\) is also an energy of the lattice. A free vibration of amplitude \(A\) lowers \(B_{\rm eff}\) by at most \(\sqrt c\,FA\), when its phase is most favourable. To bring the barrier down to \(E\) it needs \(\sqrt c\,FA=E_{\rm ad}+c\lambda-E\), and its energy \(\tfrac12kA^2\) is then exactly \(W\). This least vibrational energy cannot be smaller than the energy that the molecule lacks. With \(\Delta=E_{\rm ad}-E\),

\[
W-\Delta=\frac{(\Delta+c\lambda)^2-4c\lambda\Delta}{4c\lambda}=\frac{(\Delta-c\lambda)^2}{4c\lambda}\ge0 .
\]

At \(E=0.10\) eV the missing energy is 0.60 eV and, on the assumed path, the lattice must hold 0.715 eV. At \(E=0.40\) eV, \(\Delta=0.30\) eV nearly equals \(c\lambda=0.288\) eV, so \(W=0.300\) eV carries almost no surplus. Faster molecules thus show a weaker surface-temperature effect. From 600 to 1000 K the quantum sticking rises by a factor of 10 at 0.40 eV, against about 270 at 0.10 eV.

## How good is the formula?

The same model can be solved quantum mechanically. Expand the wavefunction in oscillator states \(n\) with amplitudes \(\psi_n(s)\). The coupling is \(Fq=F\sqrt{\hbar/2M\omega}\,(b+b^\dagger)\), where \(b\) lowers \(n\) by one. Since \(F^2=2M\omega^2\lambda\), the prefactor is \(\sqrt{\lambda\hbar\omega}\), and

\[
\begin{aligned}
-\frac{\hbar^2}{2m}\psi_n''&+\left[(n+\tfrac12)\hbar\omega+E_0g-E_{\rm tot}\right]\psi_n\\
&-\sqrt{\lambda\hbar\omega}\,g\left[\sqrt n\,\psi_{n-1}+\sqrt{n+1}\,\psi_{n+1}\right]=0 .
\end{aligned}
\]

For each initial \(n\), \(E_{\rm tot}=E+(n+\tfrac12)\hbar\omega\). The transmission probabilities, summed over final states, are averaged with the Boltzmann weights of the initial states.

At \(E=0.10\) eV the formula lies below the quantum result by 37% at 600 K and by 25% at 1000 K, relative to the quantum value. Its mean slope over this range is 0.746 eV, against 0.723 eV. At 0.40 eV the slopes are 0.328 and 0.299 eV, a difference of about 10%. The gap is not all quantum. At 0.10 eV classical trajectories of the full model, with no assumed path, give 1.2 to 1.3 times the formula and come within a few percent of the quantum value at 1000 K, so there the assumed path carries most of the error. At 0.40 eV they stay within about 5% of the formula, and the gap is quantum. Tunnelling and the zero-point spread of the lattice both act in the observed direction, but their shares were not separated.

A control keeps \(E_0\) and \(\lambda\), and hence the relaxed barrier, but raises \(\hbar\omega\) to 0.12 eV. Now \(c=0.12\) at \(E=0.10\) eV, and the quantum sticking at 800 K falls from \(3.6\times10^{-6}\) to \(4.5\times10^{-8}\), a factor of about 80. With the same relaxed barrier, a cold beam sticks much less often when the lattice follows more closely. The formula itself fails here: it would give \(W=(0.636)^2/(4\times0.12\times0.3)\approx2.8\) eV and sticking many orders of magnitude too small. It treats both the lattice and the passage classically, which is not adequate here, where \(\hbar\omega\) exceeds \(k_BT\) and classical crossing is so rare that quantum effects dominate.

## A thermal gas and the desorbing molecules

For a gas at temperature \(T_g\), with \(\beta_g=1/k_BT_g\), the normal energies of molecules striking the surface are distributed as \(\beta_ge^{-\beta_gE}\). A positive barrier \(B\) is passed by the fraction \(e^{-\beta_gB}\). Treat \(c\) as constant and neglect the small chance that \(B<0\). The Gaussian average is then

\[
\langle S\rangle=\exp\!\left[-\beta_g(E_{\rm ad}+c\lambda)+\beta_g^2c\lambda k_BT\right].
\]

When \(T_g=T\), the terms in \(c\lambda\) cancel and \(\langle S\rangle=e^{-E_{\rm ad}/k_BT}\). In equilibrium the relaxed barrier alone sets the exponent. The separate derivatives at this point show how the activation is shared:

\[
-\frac{\partial\ln\langle S\rangle}{\partial\beta}=c\lambda,\qquad
-\frac{\partial\ln\langle S\rangle}{\partial\beta_g}=E_{\rm ad}-c\lambda .
\]

Heating the surface alone probes the lattice's share, and heating the gas alone probes the molecule's share. For a gas much colder than the surface the average fails, because the weighted barriers, centred at \(E_{\rm ad}+c\lambda-2c\lambda T/T_g\), approach zero or become negative.

At 800 K the quantum average over a gas at the surface temperature is 1.20 times \(e^{-E_{\rm ad}/k_BT}\). Near the saddle the barrier is an inverted parabola with \(m\omega_b^2=2(E_0-2\lambda)/a^2\). Averaging its transmission, \([1+e^{-2\pi\epsilon/\hbar\omega_b}]^{-1}\) at energy \(\epsilon\) relative to the top, over \(\beta e^{-\beta\epsilon}d\epsilon\) gives \(\theta/\sin\theta\), with \(\theta=\beta\hbar\omega_b/2\). This factor is 1.18, so tunnelling can account for most of the excess in this average.

Desorption is the reverse process. In equilibrium, detailed balance requires as many molecules to leave at each normal energy as stick at that energy. If the adsorbed hydrogen stays thermal, the desorbing molecules have the distribution

\[
P(E)\propto e^{-\beta E}S(E,T).
\]

For a given \(B\), the mean energy above it is \(k_BT\). The factor \(e^{-\beta B}\) moves the centre of the Gaussian from \(E_{\rm ad}+c\lambda\) down by \(\beta\times2c\lambda k_BT=2c\lambda\). Hence

\[
\langle E\rangle\approx E_{\rm ad}-c\lambda+k_BT=0.70-0.288+0.069=0.48\ \text{eV},
\]

with \(c\) taken at 0.40 eV. The quantum distribution also gives 0.48 eV. Agreement this close should not be expected in general, since the estimate neglects tunnelling, the cut-off at \(E=0\) and the variation of \(c\) with energy.

The departing molecule therefore carries far less than the undistorted barrier of 1.0 eV. In the classical estimate the remaining part of the relaxed barrier energy, \(c\lambda\approx0.29\) eV, stays in the lattice as strain that later becomes vibration. In the quantum average this excess lattice energy is somewhat smaller, about 0.26 eV. Very small sticking on a cool surface and modest energies in desorption are thus compatible. A molecule from a cold beam brings little energy, and its sticking relies on meeting a rare, large distortion. Desorption needs a distortion too, since in this model the lattice is undistorted at equilibrium on both sides of the barrier, but there the thermal energy of the adsorbed hydrogen supplies part of what is needed.

The quantum comparison measures the formula's error within this model. It does not measure the error of describing a real surface by one harmonic mode and one reaction coordinate. The computed values are collected in the numerical output below.

## Values computed for the example and the checks

```
unrelaxed barrier E0 = 1.00 eV, lambda = 0.30 eV
relaxed barrier E_ad = 0.70 eV
lattice quantum = 0.030 eV, barrier width a = 0.30 A
oscillator mass = 28 u, k = 6.028 eV/A^2
coupling force F = 1.902 eV/A
distortion at saddle = 0.315 A
thermal rms distortion at 800 K = 0.107 A
frozen distortion opening E=0.10 eV = 0.473 A
kB T at 800 K = 0.0689 eV
E = 0.10 eV: c formula 0.8538, c from Newton 0.8538
  mean effective barrier from Newton = 0.9561 eV
  activation W = 0.7154 eV
E = 0.40 eV: c formula 0.9608, c from Newton 0.9608
  mean effective barrier from Newton = 0.9882 eV
  activation W = 0.3001 eV
frozen-lattice W at E=0.10 eV = 0.6750 eV
formula local slope at 800 K, E=0.10 eV = 0.7472 eV
rigid-lattice sticking, E=0.10 eV = 4.51e-18
sticking: T/K, E=0.10 eV (quantum, formula), E=0.40 eV (same)
  600  1.140e-07  7.180e-08  5.021e-04  3.281e-04
  700  8.072e-07  5.570e-07  1.121e-03  8.039e-04
  800  3.606e-06  2.609e-06  2.083e-03  1.585e-03
  900  1.175e-05  8.725e-06  3.406e-03  2.701e-03
  1000  3.059e-05  2.302e-05  5.084e-03  4.155e-03
rise 600 to 1000 K, quantum, E=0.10 eV: factor 268.3
rise 600 to 1000 K, quantum, E=0.40 eV: factor 10.12
mean slope E=0.10 eV: quantum 0.7228, formula 0.7459 eV
mean slope E=0.40 eV: quantum 0.2992, formula 0.3281 eV
thermal gas at 800 K: exp(-E_ad/kT) = 3.892e-05
  classical average / exponential, c=1.0: 0.9867
  classical average / exponential, c=0.6: 0.9998
  quantum average / exponential: 1.2029
  parabolic tunnelling factor at saddle: 1.1820
mean desorption energy at 800 K: quantum 0.4797, formula 0.4807 eV
stiff lattice quantum = 0.12 eV, c at E=0.10 eV = 0.1204
sticking at 800 K, E=0.10 eV: stiff 4.468e-08, soft 3.606e-06
largest basis/grid change of tested probabilities = 0.007 %
```
